# Dipole Tensor of Two Gaussian Charge Clouds and Its C6 Damping: a program that tests the result

```python
"""Damped dipole tensor of two Gaussian clouds and the C6 damping it implies.

Cloud density: rho_s(r) = exp(-r^2/s^2)/(pi^1.5 s^3), s = width_a or width_b.
sigma^2 = width_a^2 + width_b^2, x = R/sigma, n = unit vector along R.
Claim: Gaussian dipoles interact through mu_a.T.mu_b with
  T = T_perp (1 - n n) + T_par n n,  T_perp = g/R^3,  T_par = -2h/R^3,
  g = erf(x) - 2x exp(-x^2)/sqrt(pi),  h = g - 2x^3 exp(-x^2)/sqrt(pi),
  T(R=0) = 4/(3 sqrt(pi) sigma^3) times the unit matrix,
and the second-order energy is -f C6/R^6 with f = (g^2 + 2 h^2)/3.
Lengths in angstrom, energies in eV, polarizabilities as volumes in angstrom^3.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf

width_a, width_b = 1.2, 0.9
alpha_a, alpha_b = 2.0, 1.5
omega_a, omega_b = 16.0, 12.0
sigma = np.hypot(width_a, width_b)
root_pi = np.sqrt(np.pi)


def g_func(x):
    return erf(x) - 2 * x * np.exp(-x**2) / root_pi


def h_func(x):
    return g_func(x) - 2 * x**3 * np.exp(-x**2) / root_pi


def f_damp(x):
    return (g_func(x)**2 + 2 * h_func(x)**2) / 3


def tensor_formula(vec):
    dist = np.linalg.norm(vec)
    n = vec / dist
    x = dist / sigma
    nn = np.outer(n, n)
    return (g_func(x) * (np.eye(3) - nn) - 2 * h_func(x) * nn) / dist**3


# Quadrature directly over the charge densities
nodes, weights = np.polynomial.hermite.hermgauss(28)
grid = np.array(np.meshgrid(nodes, nodes, nodes, indexing="ij"))
shift_b = width_b * grid.reshape(3, -1).T
weight_b = np.einsum("i,j,k->ijk", weights, weights, weights).ravel()
weight_b = weight_b / np.pi**1.5
leg, leg_w = np.polynomial.legendre.leggauss(60)
u, u_w = (leg + 1) / 2, leg_w / 2


def rho_a(r):
    return np.exp(-(r / width_a)**2) / (np.pi**1.5 * width_a**3)


def cloud_coulomb(vec):
    """Coulomb energy of unit clouds: shell potential of a averaged over b."""
    r = np.linalg.norm(vec + shift_b, axis=1)
    total = quad(lambda s: rho_a(s) * s, 0, np.inf)[0]
    inner = rho_a(np.outer(r, u)) @ (u_w * (u - u**2))
    return weight_b @ (4 * np.pi * (total - r**2 * inner))


def cloud_tensor(vec):
    """Interaction of dipole densities -mu.grad(rho), field of a by Gauss law."""
    pos = vec + shift_b
    r = np.linalg.norm(pos, axis=1)
    enclosed_over_r3 = 4 * np.pi * rho_a(np.outer(r, u)) @ (u_w * u**2)
    potential = pos * enclosed_over_r3[:, None]
    dipole_b = 2 * shift_b / width_b**2 * weight_b[:, None]
    return potential.T @ dipole_b


direction = np.array([1.0, 2.0, 2.0]) / 3
for dist in (0.4, 1.0, 2.0, 4.0):
    vec = dist * direction
    assert abs(cloud_coulomb(vec) - erf(dist / sigma) / dist) < 1e-8
    t_quad = cloud_tensor(vec)
    assert np.allclose(t_quad, tensor_formula(vec), atol=1e-8, rtol=0)
    f_quad = dist**6 * np.trace(t_quad @ t_quad) / 6
    assert abs(f_quad - f_damp(dist / sigma)) < 1e-5
t_zero = 4 / (3 * root_pi * sigma**3)
t_quad_zero = cloud_tensor(np.zeros(3))
assert np.allclose(t_quad_zero, t_zero * np.eye(3), atol=1e-8, rtol=0)

# Small-distance series, obtained by differentiating erf(x)/x
xs = sp.symbols("x", positive=True)
v_series = sp.expand(sp.series(sp.erf(xs), xs, 0, 9).removeO() / xs)
lead = 4 / (3 * sp.sqrt(sp.pi))
perp_s = sp.expand(-sp.diff(v_series, xs) / xs / lead)
par_s = sp.expand(-sp.diff(v_series, xs, 2) / lead)
for series, slope in ((perp_s, sp.Rational(-3, 5)), (par_s, sp.Rational(-9, 5))):
    assert sp.simplify(series.coeff(xs, 0) - 1) == 0
    assert sp.simplify(series.coeff(xs, 2) - slope) == 0
energy_s = sp.expand((2 * perp_s**2 + par_s**2) / 3)
assert sp.simplify(energy_s.coeff(xs, 2) + 2) == 0
x_small = 0.02
assert abs(f_damp(x_small) / (8 * x_small**6 / (9 * np.pi)) - 1) < 2e-3

# Large-distance tail in high precision; the next correction is 3/(2x^2)
mp.mp.dps = 100
xl = mp.mpf(12)
gl = mp.erf(xl) - 2 * xl * mp.exp(-xl**2) / mp.sqrt(mp.pi)
hl = gl - 2 * xl**3 * mp.exp(-xl**2) / mp.sqrt(mp.pi)
tail = 8 * xl**3 * mp.exp(-xl**2) / (3 * mp.sqrt(mp.pi))
ratio = (1 - (gl**2 + 2 * hl**2) / 3) / tail
assert abs(ratio - 1 - 1.5 / xl**2) < 2 / xl**4

# Monotonicity, derivative formula, and bound on the tensor
xg = np.arange(0.05, 5.0, 0.01)
assert np.all(np.diff(f_damp(xg)) > 0)
assert np.all(np.diff(f_damp(xg) / xg**6) < 0)
xd, step = np.array([0.4, 0.9, 1.5, 2.5]), 1e-4
slope_num = (f_damp(xd + step) - f_damp(xd - step)) / (2 * step)
slope_formula = (8 / (3 * root_pi) * xd**2 * np.exp(-xd**2)
                 * (g_func(xd) + (2 * xd**2 - 1) * h_func(xd)))
assert np.allclose(slope_num, slope_formula, atol=1e-7, rtol=0)
p_grid = 2 * xg**3 * np.exp(-xg**2) / root_pi
assert np.all(g_func(xg) > p_grid * (2 / 3 + 4 * xg**2 / 15))
assert np.max(np.abs(2 * h_func(xg) / (xg * sigma)**3)) < t_zero

# Sign change of the parallel component
x_node = brentq(h_func, 0.8, 1.2)
r_node = x_node * sigma
node_tensor = cloud_tensor(np.array([0.0, 0.0, r_node]))
assert abs(node_tensor[2, 2]) < 1e-8 and node_tensor[0, 0] > 0.01


# Coupled isotropic oscillators: C6 and damping from exact diagonalization
def oscillator_matrix(tensor, pol_a=alpha_a, pol_b=alpha_b):
    coupling = omega_a * omega_b * np.sqrt(pol_a * pol_b) * tensor
    return np.block([[omega_a**2 * np.eye(3), coupling],
                     [coupling.T, omega_b**2 * np.eye(3)]])


def oscillator_energy(tensor):
    squares = np.linalg.eigvalsh(oscillator_matrix(tensor))
    assert squares.min() > 0
    return 0.5 * np.sum(np.sqrt(squares)) - 1.5 * (omega_a + omega_b)


c6 = 1.5 * alpha_a * alpha_b * omega_a * omega_b / (omega_a + omega_b)
c6_integral = 3 / np.pi * quad(
    lambda w: alpha_a / (1 + (w / omega_a)**2)
    * alpha_b / (1 + (w / omega_b)**2), 0, np.inf)[0]
assert abs(c6 / c6_integral - 1) < 1e-7
weak = 0.01
for dist in (1.0, 2.0, 3.0):
    e_weak = oscillator_energy(weak * cloud_tensor(dist * direction)) / weak**2
    e_formula = -c6 * f_damp(dist / sigma) / dist**6
    assert abs(e_weak / e_formula - 1) < 1e-5
e_zero = -8 * c6 / (9 * np.pi * sigma**6)
e_weak_zero = oscillator_energy(weak * t_quad_zero) / weak**2
assert abs(e_weak_zero / e_zero - 1) < 1e-5

# Stability threshold sqrt(alpha_a alpha_b) T(0) = 1
for strength, stable in ((0.99, True), (1.01, False)):
    pol = strength / t_zero
    lowest = np.linalg.eigvalsh(oscillator_matrix(t_quad_zero, pol, pol))[0]
    assert (lowest > 0) == stable


# Spherical atoms with several p shells: same damping for every shell pair
def atom(levels, moments):
    size = 1 + 3 * len(levels)
    energy = np.zeros(size)
    dip = np.zeros((3, size, size))
    for k, (level, moment) in enumerate(zip(levels, moments)):
        for i in range(3):
            energy[1 + 3 * k + i] = level
            dip[i, 0, 1 + 3 * k + i] = dip[i, 1 + 3 * k + i, 0] = moment
    return energy, dip


lev_a, mom_a = [12.0, 20.0], [0.5, 0.3]
lev_b, mom_b = [16.0, 25.0], [0.4, 0.6]
en_a, dip_a = atom(lev_a, mom_a)
en_b, dip_b = atom(lev_b, mom_b)
# each shell has total squared transition dipole 3*moment^2
c6_levels = 2 / 3 * sum(3 * p**2 * 3 * q**2 / (ea + eb)
                        for ea, p in zip(lev_a, mom_a)
                        for eb, q in zip(lev_b, mom_b))
h_free = np.diag(np.add.outer(en_a, en_b).ravel())
scale = 3.0
for dist in (1.2, 2.5):
    tens = cloud_tensor(dist * direction)
    v_int = sum(tens[i, j] * np.kron(dip_a[i], dip_b[j])
                for i in range(3) for j in range(3))
    e_levels = np.linalg.eigvalsh(h_free + scale * v_int)[0] / scale**2
    e_formula = -c6_levels * f_damp(dist / sigma) / dist**6
    assert abs(e_levels / e_formula - 1) < 1e-3

# Worked example
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
print(f"width of cloud a = {width_a:.2f} angstrom")
print(f"width of cloud b = {width_b:.2f} angstrom")
print(f"combined width sigma = {sigma:.4f} angstrom")
print(f"polarizability volume a = {alpha_a:.2f} angstrom^3")
print(f"polarizability volume b = {alpha_b:.2f} angstrom^3")
print(f"excitation energy a = {omega_a:.1f} eV")
print(f"excitation energy b = {omega_b:.1f} eV")
print(f"C6 = {c6:.4f} eV angstrom^6")
print(f"C6 converted = {c6 / hartree / bohr**6:.3f} hartree bohr^6")
print(f"T(0) from formula = {t_zero:.6f} angstrom^-3")
print(f"T(0) from density quadrature = {t_quad_zero[0, 0]:.6f} angstrom^-3")
print(f"sqrt(alpha_a alpha_b) T(0) = {np.sqrt(alpha_a*alpha_b)*t_zero:.4f}"
      " (no unit)")
print(f"T_par changes sign at x = {x_node:.5f} (no unit)")
print(f"T_par changes sign at R = {r_node:.4f} angstrom")
print(f"damped energy at R=0 = {e_zero:.5f} eV")
print(f"damped energy at R=0 converted = {e_zero / hartree:.6f} hartree")
print(f"diagonalized energy at R=0 = {oscillator_energy(t_quad_zero):.5f} eV")
for dist in (1.0, 1.5, 2.0, 3.0, 4.0, 5.0):
    x = dist / sigma
    e_bare = -c6 / dist**6
    e_full = oscillator_energy(cloud_tensor(dist * direction))
    print(f"R = {dist:.1f} angstrom: x = {x:.4f}, g = {g_func(x):.5f}, "
          f"h = {h_func(x):.5f}, f = {f_damp(x):.5f}")
    print(f"  T_perp = {g_func(x) / dist**3:.6f} angstrom^-3, "
          f"T_par = {-2 * h_func(x) / dist**3:.6f} angstrom^-3")
    print(f"  energies in eV: damped {f_damp(x) * e_bare:.6f}, "
          f"undamped {e_bare:.6f}, diagonalized {e_full:.6f}")
print("every check passed")
```

Running it gives:

```
width of cloud a = 1.20 angstrom
width of cloud b = 0.90 angstrom
combined width sigma = 1.5000 angstrom
polarizability volume a = 2.00 angstrom^3
polarizability volume b = 1.50 angstrom^3
excitation energy a = 16.0 eV
excitation energy b = 12.0 eV
C6 = 30.8571 eV angstrom^6
C6 converted = 51.641 hartree bohr^6
T(0) from formula = 0.222890 angstrom^-3
T(0) from density quadrature = 0.222890 angstrom^-3
sqrt(alpha_a alpha_b) T(0) = 0.3861 (no unit)
T_par changes sign at x = 0.96786 (no unit)
T_par changes sign at R = 1.4518 angstrom
damped energy at R=0 = -0.76649 eV
damped energy at R=0 converted = -0.028168 hartree
diagonalized energy at R=0 = -0.80511 eV
R = 1.0 angstrom: x = 0.6667, g = 0.17189, h = -0.04248, f = 0.01105
  T_perp = 0.171892 angstrom^-3, T_par = 0.084954 angstrom^-3
  energies in eV: damped -0.341027, undamped -30.857143, diagonalized -0.350076
R = 1.5 angstrom: x = 1.0000, g = 0.42759, h = 0.01249, f = 0.06105
  T_perp = 0.126694 angstrom^-3, T_par = -0.007399 angstrom^-3
  energies in eV: damped -0.165382, undamped -2.708995, diagonalized -0.167921
R = 2.0 angstrom: x = 1.3333, g = 0.68637, h = 0.23432, f = 0.19364
  T_perp = 0.085797 angstrom^-3, T_par = -0.058579 angstrom^-3
  energies in eV: damped -0.093361, undamped -0.482143, diagonalized -0.093945
R = 3.0 angstrom: x = 2.0000, g = 0.95399, h = 0.78865, f = 0.71801
  T_perp = 0.035333 angstrom^-3, T_par = -0.058419 angstrom^-3
  energies in eV: damped -0.030392, undamped -0.042328, diagonalized -0.030463
R = 4.0 angstrom: x = 2.6667, g = 0.99738, h = 0.97992, f = 0.97176
  T_perp = 0.015584 angstrom^-3, T_par = -0.030623 angstrom^-3
  energies in eV: damped -0.007321, undamped -0.007533, diagonalized -0.007325
R = 5.0 angstrom: x = 3.3333, g = 0.99994, h = 0.99932, f = 0.99905
  T_perp = 0.008000 angstrom^-3, T_par = -0.015989 angstrom^-3
  energies in eV: damped -0.001973, undamped -0.001975, diagonalized -0.001973
every check passed
```
